# Low-Frequency Resonance of a Heavy Impurity in a Debye Lattice: a program that tests the result

```python
"""
Heavy mass defect in a harmonic lattice: resonance inside the host band.

Result under test, for excess mass ratio lam = (M_imp - M_host)/M_host >> 1:
    omega_0 = omega_D / sqrt(3 lam)
    Gamma   = (pi/6) omega_D^2 g(omega_0) = (pi/2) omega_0^2 / omega_D
omega_D : Debye frequency; g : host density of states, one per polarization,
g = 3 omega^2/omega_D^3; Gamma : full width at half maximum.
General host: omega_0^2 = 1/(lam m), Gamma = pi g(omega_0)/(2 m),
where m is the host average of omega^-2.
Unless stated otherwise, frequencies are in units of omega_D (x = omega/omega_D).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar, newton
from scipy.special import ive


def green_real(x):
    """Real part of the Debye site Green function, in units 1/omega_D^2."""
    return -3.0 * (1.0 - x * np.arctanh(x))


def real_denominator(x, lam):
    return 1.0 + lam * x**2 * green_real(x)


def impurity_dos(x, lam):
    """Spectrum of the impurity displacement, normalized to one."""
    damping = 0.5 * np.pi * lam * x * 3.0 * x**2
    return (1 + lam) * 3 * x**2 / (real_denominator(x, lam)**2 + damping**2)


def peak_and_width(lam):
    x0 = 1 / np.sqrt(3 * lam)
    found = minimize_scalar(lambda x: -impurity_dos(x, lam),
                            bounds=(0.5 * x0, 1.5 * x0), method="bounded",
                            options={"xatol": 1e-10})
    peak, height = found.x, -found.fun

    def above_half(x):
        return impurity_dos(x, lam) - 0.5 * height

    left = brentq(above_half, 1e-3 * x0, peak)
    right = brentq(above_half, peak, 3 * x0)
    return peak, right - left


def complex_pole(lam):
    """Zero of the denominator continued into the lower half-plane."""
    x0 = 1 / np.sqrt(3 * lam)

    def denominator(z):
        return 1 - 3 * lam * z**2 * (1 - z * np.arctanh(z) + 0.5j * np.pi * z)

    z = newton(denominator, x0 * (1 - 0.25j * np.pi * x0), tol=1e-13)
    assert abs(denominator(z)) < 1e-8
    return z


def heavy_atom_modes(host_freq, site_weight, lam):
    """Diagonalize the host with one heavy atom, in the basis of host modes."""
    site = np.sqrt(site_weight / site_weight.sum())
    shrink = 1 / np.sqrt(1 + lam) - 1
    inv_root_mass = np.eye(site.size) + shrink * np.outer(site, site)
    dyn = (inv_root_mass * host_freq**2) @ inv_root_mass
    eigval, eigvec = np.linalg.eigh(0.5 * (dyn + dyn.T))
    return np.sqrt(np.abs(eigval)), (site @ eigvec)**2


def damped_tone(signal, step, lag):
    """Frequency and energy decay rate of a damped cosine (linear prediction)."""
    first, second, third = signal[:-2*lag], signal[lag:-lag], signal[2*lag:]
    coef = np.linalg.lstsq(np.column_stack([second, -first]), third,
                           rcond=None)[0]
    tau = lag * step
    freq = np.arccos(coef[0] / (2 * np.sqrt(coef[1]))) / tau
    return freq, -np.log(coef[1]) / tau


# --- Green function of the Debye host from its defining integral ---
for x in (0.1, 0.3, 0.7):
    direct = quad(lambda v: -3 * v**2 / (v + x), 0, 1,
                  weight="cauchy", wvar=x)[0]
    assert abs(direct - green_real(x)) < 1e-8
x_test, eta = 0.3, 1e-3
imag_direct = quad(lambda v: (3*v**2 / ((x_test + 1j*eta)**2 - v**2)).imag,
                   0, 1, points=[x_test], limit=400)[0]
imag_formula = -np.pi * 3 * x_test**2 / (2 * x_test)
assert abs(imag_direct - imag_formula) < 0.01  # finite eta shifts at order eta

# --- exact impurity spectrum against direct diagonalization ---
lam_ex = 9.0
n_modes = 1000
grid = (np.arange(n_modes) + 0.5) / n_modes
mode_freq, mode_weight = heavy_atom_modes(grid, 3 * grid**2, lam_ex)
assert mode_freq.max() <= grid.max() * (1 + 1e-10)  # nothing above the band
node, node_weight = np.polynomial.legendre.leggauss(600)
node, node_weight = 0.5 * (node + 1), 0.5 * node_weight
spectrum = impurity_dos(node, lam_ex)
norm = node_weight @ spectrum
assert abs(norm - 1) < 1e-4
times = np.linspace(0, 100, 201)
motion_modes = np.cos(np.outer(times, mode_freq)) @ mode_weight
motion_formula = np.cos(np.outer(times, node)) @ (node_weight * spectrum)
motion_error = np.max(np.abs(motion_modes - motion_formula))
assert motion_error < 1e-3

# --- worked example ---
debye_mev = 30.0
omega_debye = debye_mev * 1e-3 * const.e / const.hbar
x0 = 1 / np.sqrt(3 * lam_ex)
width0 = np.pi / 6 * 3 * x0**2
root_low = brentq(real_denominator, 1e-6, 0.6, args=(lam_ex,))
root_high = brentq(real_denominator, 0.65, 0.999, args=(lam_ex,))
peak, width = peak_and_width(lam_ex)
pole = complex_pole(lam_ex)
enhance_peak = impurity_dos(peak, lam_ex) / (3 * peak**2)
enhance_high = impurity_dos(root_high, lam_ex) / (3 * root_high**2)
assert enhance_peak > 1 > enhance_high
low_weight = quad(impurity_dos, 0, 0.5, args=(lam_ex,), points=[peak])[0]
best = minimize_scalar(lambda x: x**2 * green_real(x), bounds=(0.1, 0.95),
                       method="bounded")
lam_threshold = -1 / best.fun
mev_to_wavenumber = 1e-3 * const.e / (const.h * const.c * 100)

print("WORKED EXAMPLE (model parameters)")
print(f"hbar*omega_D = {debye_mev:.1f} meV")
print(f"omega_D = {omega_debye:.4e} rad/s")
print(f"mass ratio M_imp/M_host = {1 + lam_ex:.1f}; lam = {lam_ex:.1f}")
print(f"leading omega_0/omega_D = {x0:.5f}")
print(f"leading Gamma/omega_D = {width0:.5f}")
print(f"leading hbar*omega_0 = {x0*debye_mev:.3f} meV"
      f" = {x0*debye_mev*mev_to_wavenumber:.2f} cm^-1")
print(f"leading hbar*Gamma = {width0*debye_mev:.3f} meV"
      f" = {width0*debye_mev*mev_to_wavenumber:.2f} cm^-1")
print(f"leading energy lifetime 1/Gamma = {1e12/(width0*omega_debye):.4f} ps")
print(f"leading omega_0/Gamma = {x0/width0:.3f}")
print(f"host omega_D*g(omega_0) = {3*x0**2:.5f}")
print(f"lower real-part root x = {root_low:.5f}")
print(f"true peak x = {peak:.5f}; energy {peak*debye_mev:.3f} meV")
print(f"true FWHM/omega_D = {width:.5f}; energy {width*debye_mev:.3f} meV")
print(f"pole: Re x = {pole.real:.5f}, -2 Im x = {-2*pole.imag:.5f}")
print(f"g_imp/g at peak = {enhance_peak:.2f}")
print(f"upper real-part root x = {root_high:.5f}")
print(f"g_imp/g at upper root = {enhance_high:.5f}")
print(f"impurity weight below omega_D/2 = {low_weight:.4f}")
print(f"host weight below omega_D/2 = {quad(lambda v: 3*v*v, 0, 0.5)[0]:.4f}")
print(f"threshold lam for real-part roots = {lam_threshold:.4f}")
print(f"norm of impurity spectrum = {norm:.6f}")
print(f"max motion error, modes vs formula = {motion_error:.1e}")

# --- approach to the leading laws ---
print("APPROACH TO LEADING LAWS (ratios to leading value)")
print("lam | root | peak | FWHM | Re pole | -2 Im pole")
for lam in (9.0, 30.0, 100.0, 300.0):
    small = 1 / (3 * lam)
    lead_x, lead_w = np.sqrt(small), 0.5 * np.pi * small
    root = brentq(real_denominator, 1e-6, 0.6, args=(lam,)) / lead_x
    p, w = peak_and_width(lam)
    z = complex_pole(lam)
    p, w, zr, zi = p/lead_x, w/lead_w, z.real/lead_x, -2*z.imag/lead_w
    assert max(abs(root - 1), abs(p - 1), abs(zr - 1)) < 2 * small
    assert max(abs(w - 1), abs(zi - 1)) < 4 * small
    print(f"{lam:.0f} | {root:.4f} | {p:.4f} | {w:.4f} | {zr:.4f} | {zi:.4f}")

# --- width follows the host density of states at the resonance ---
# Below omega_D/2 the Debye density is multiplied by a factor; the rest of
# the band is rescaled so that the total stays one.
lam_dos = 60.0
print(f"CHANGED HOST DENSITY BELOW omega_D/2 (lam = {lam_dos:.0f})")
print("factor | omega_D*g(w0) | w0 pred, meas | Gamma pred, meas (omega_D)")
step = 1.0
times = np.arange(50, 401, step)
for factor in (0.5, 1.0, 2.0):
    upper = (1 - factor * 0.125) / 0.875
    dos = 3 * grid**2 * np.where(grid < 0.5, factor, upper)
    inverse_moment = np.sum(dos / grid**2) / np.sum(dos)
    w0 = 1 / np.sqrt(lam_dos * inverse_moment)
    g0 = 3 * factor * w0**2
    gamma = np.pi * g0 / (2 * inverse_moment)
    freqs, weights = heavy_atom_modes(grid, dos, lam_dos)
    motion = np.cos(np.outer(times, freqs)) @ weights
    w_meas, gamma_meas = damped_tone(motion, step, 20)
    assert abs(w_meas / w0 - 1) < 0.02      # corrections of order 1/lam
    assert abs(gamma_meas / gamma - 1) < 0.04
    if factor == 1.0:
        z = complex_pole(lam_dos)
        assert abs(w_meas / z.real - 1) < 0.005
        assert abs(gamma_meas / (-2 * z.imag) - 1) < 0.005
    print(f"{factor:.1f} | {g0:.5f} | {w0:.5f}, {w_meas:.5f}"
          f" | {gamma:.6f}, {gamma_meas:.6f}")

# --- kicked heavy atom in a simple cubic lattice of scalar springs ---
# Host mass, spring constant and lattice spacing are one; sound speed is one.
# The run stops before waves from the periodic images can return.
inverse_moment = quad(lambda s: 2 * s * ive(0, 2 * s * s)**3, 0, np.inf,
                      limit=300)[0]
sound_debye = (6 * np.pi**2)**(1 / 3)
size, dt, n_steps = 64, 0.25, 240
print("SIMPLE CUBIC LATTICE, frequencies in sqrt(spring/mass)")
print(f"lattice average of omega^-2 = {inverse_moment:.5f}")
print(f"Debye value from sound speed = {3/sound_debye**2:.5f}")
print("lam | w0 pred, meas | Gamma pred, meas | w0 from sound speed")
for lam in (40.0, 80.0):
    old = np.zeros((size, size, size))
    now = np.zeros_like(old)
    now[0, 0, 0] = dt
    record = [0.0, dt]
    for _ in range(n_steps - 1):
        force = -6 * now
        for axis in range(3):
            force += np.roll(now, 1, axis)
            force += np.roll(now, -1, axis)
        force[0, 0, 0] /= 1 + lam
        old = 2 * now - old + dt**2 * force
        old, now = now, old
        record.append(now[0, 0, 0])
    w_meas, gamma_meas = damped_tone(np.array(record[24:]), dt, 20)
    w0 = 1 / np.sqrt(lam * inverse_moment)
    gamma = np.pi * (w0**2 / (2 * np.pi**2)) / (2 * inverse_moment)
    assert abs(w_meas / w0 - 1) < 0.02      # corrections of order 1/lam
    assert abs(gamma_meas / gamma - 1) < 0.05
    print(f"{lam:.0f} | {w0:.5f}, {w_meas:.5f} | {gamma:.5f}, {gamma_meas:.5f}"
          f" | {sound_debye/np.sqrt(3*lam):.5f}")

print("finished without a failed check")
```

Printed output:

```
WORKED EXAMPLE (model parameters)
hbar*omega_D = 30.0 meV
omega_D = 4.5578e+13 rad/s
mass ratio M_imp/M_host = 10.0; lam = 9.0
leading omega_0/omega_D = 0.19245
leading Gamma/omega_D = 0.05818
leading hbar*omega_0 = 5.774 meV = 46.57 cm^-1
leading hbar*Gamma = 1.745 meV = 14.08 cm^-1
leading energy lifetime 1/Gamma = 0.3771 ps
leading omega_0/Gamma = 3.308
host omega_D*g(omega_0) = 0.11111
lower real-part root x = 0.19632
true peak x = 0.18749; energy 5.625 meV
true FWHM/omega_D = 0.05427; energy 1.628 meV
pole: Re x = 0.18558, -2 Im x = 0.05434
g_imp/g at peak = 117.23
upper real-part root x = 0.81896
g_imp/g at upper root = 0.01843
impurity weight below omega_D/2 = 0.9686
host weight below omega_D/2 = 0.1250
threshold lam for real-part roots = 1.5750
norm of impurity spectrum = 1.000000
max motion error, modes vs formula = 3.7e-07
APPROACH TO LEADING LAWS (ratios to leading value)
lam | root | peak | FWHM | Re pole | -2 Im pole
9 | 1.0201 | 0.9742 | 0.9328 | 0.9643 | 0.9341
30 | 1.0057 | 0.9920 | 0.9789 | 0.9887 | 0.9791
100 | 1.0017 | 0.9976 | 0.9936 | 0.9966 | 0.9936
300 | 1.0006 | 0.9992 | 0.9979 | 0.9988 | 0.9979
CHANGED HOST DENSITY BELOW omega_D/2 (lam = 60)
factor | omega_D*g(w0) | w0 pred, meas | Gamma pred, meas (omega_D)
0.5 | 0.01061 | 0.08409, 0.08370 | 0.007068, 0.006956
1.0 | 0.01667 | 0.07454, 0.07411 | 0.008727, 0.008634
2.0 | 0.02333 | 0.06236, 0.06190 | 0.008552, 0.008453
SIMPLE CUBIC LATTICE, frequencies in sqrt(spring/mass)
lattice average of omega^-2 = 0.25273
Debye value from sound speed = 0.19746
lam | w0 pred, meas | Gamma pred, meas | w0 from sound speed
40 | 0.31451, 0.31196 | 0.03115, 0.03051 | 0.35582
80 | 0.22240, 0.22149 | 0.01557, 0.01541 | 0.25160
finished without a failed check
```
